# Spin pumping by a compensated antiferromagnet from interface scattering: verification in Python

```python
"""Spin pumping by a compensated antiferromagnet into a normal metal.

Result under test:  I_s = (hbar/4 pi) g_r  n x dn/dt ,  g_r = 2 Tr(B B^+),
where the reflection matrix is S = A + B n.sigma and n is the staggered order.
Model: simple cubic metal (hopping t), last layer with exchange J:
V = J (m.sigma tau_0 + n.sigma tau_x); tau labels the channels k and k+Q.
m = (m1+m2)/2, n = (m1-m2)/2 for unit sublattice vectors m1, m2.
In-plane energy is eps at k and -eps at k+Q. Currents are in units of hbar
times a rate and are positive into the metal. Zone averages are per site.
"""
import numpy as np
from scipy import constants as const

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)
TAU0, TAUX = np.eye(2), np.array([[0.0, 1.0], [1.0, 0.0]])
ZHAT = np.array([0.0, 0.0, 1.0])


def unit(v):
    return v / np.linalg.norm(v)


def zone(points):
    """In-plane energies (units of t) on a midpoint grid of the full zone."""
    k = (np.arange(points) + 0.5) * 2 * np.pi / points - np.pi
    return (-2 * (np.cos(k)[:, None] + np.cos(k)[None, :])).ravel()


def reflection(eps, energy, j, m, n):
    """Flux-normalized reflection matrices; closed channels are set to zero."""
    c = np.stack([(eps - energy) / 2, (-eps - energy) / 2], axis=-1)
    is_open = np.abs(c) < 1 - 1e-12
    sin_q = np.sqrt(np.clip(1 - c**2, 0, None))
    decay = c - np.sign(c) * np.sqrt(np.clip(c**2 - 1, 0, None))
    p = np.where(is_open, c + 1j * sin_q, decay)
    p = np.repeat(p, 2, axis=-1)
    root_v = np.repeat(np.where(is_open, np.sqrt(sin_q), 0.0), 2, axis=-1)
    inv_v = np.where(root_v > 0, 1 / np.where(root_v > 0, root_v, 1), 0.0)
    v = j * (np.kron(TAU0, np.tensordot(m, PAULI, 1))
             + np.kron(TAUX, np.tensordot(n, PAULI, 1)))
    out_side = np.eye(4) + v * p[:, None, :]
    in_side = np.eye(4) + v / p[:, None, :]
    r = -np.linalg.solve(out_side, in_side)
    return r * root_v[:, :, None] * inv_v[:, None, :]


def pump(eps, energy, j, path, dt=1e-4):
    """Pumped spin current per site from the numerical derivative of S."""
    s = reflection(eps, energy, j, *path(0.0))
    ds = (reflection(eps, energy, j, *path(dt))
          - reflection(eps, energy, j, *path(-dt))) / (2 * dt)
    flux = np.einsum('kbc,kac->ba', ds, s.conj()) / len(eps)
    return np.array([(1j / (4 * np.pi) * np.trace(np.kron(TAU0, sig) @ flux)).real
                     for sig in PAULI]) / 2      # each pair is met twice


def g_staggered(eps, energy, j):
    """Closed form of g_r per site for staggered exchange."""
    c1, c2 = (eps - energy) / 2, (-eps - energy) / 2
    both = (np.abs(c1) < 1) & (np.abs(c2) < 1)
    ss = np.sqrt(np.clip(1 - c1**2, 0, None) * np.clip(1 - c2**2, 0, None))
    val = 8 * j**2 * ss / (1 + j**4 - 2 * j**2 * (c1 * c2 - ss))
    return np.mean(np.where(both, val, 0.0)), np.mean(both)


def g_uniform(eps, energy, j):
    """Closed form of g_r per site for uniform (ferromagnetic) exchange."""
    c = (eps - energy) / 2
    s2 = np.clip(1 - c**2, 0, None)
    val = 8 * j**2 * s2 / (1 + j**4 - 2 * j**2 * (2 * c**2 - 1))
    return np.mean(np.where(np.abs(c) < 1, val, 0.0))


def canting_conductances(eps, energy, j, step=1e-4):
    """g_perp and g_par from the terms of S linear in m, taken at n = z."""
    def part(r, sig):
        return 0.5 * np.einsum('kasbu,us->kab', r.reshape(-1, 2, 2, 2, 2), sig)
    x = np.array([1.0, 0.0, 0.0])
    r0 = reflection(eps, energy, j, 0 * x, ZHAT)
    dr = (reflection(eps, energy, j, step * x, ZHAT)
          - reflection(eps, energy, j, -step * x, ZHAT)) / (2 * step)
    a, b = part(r0, np.eye(2)), part(r0, PAULI[2])
    c, d = part(dr, PAULI[0]), part(dr, PAULI[1]) / 1j
    ca = np.einsum('kab,kab->', c, a.conj()).imag / len(eps) / 2
    db = np.einsum('kab,kab->', d, b.conj()).imag / len(eps) / 2
    return 2 * (ca - db), 2 * (ca + db)


def chain_current(eps, energy, j, omega, theta, sites=150, kt=0.04, bond=4):
    """Spin current of a filled chain evolved in time, in the rotating frame.

    No scattering theory is used. The order vector starts to rotate about z at
    time zero; the average is taken before the echo from the far end returns.
    """
    n0 = np.array([np.sin(theta), 0.0, np.cos(theta)])
    h = np.kron(np.eye(sites), np.diag([eps, eps, -eps, -eps]))
    hop = np.eye(sites, k=1) + np.eye(sites, k=-1)
    h = h - np.kron(hop, np.eye(4))
    h[:4, :4] += j * np.kron(TAUX, np.tensordot(n0, PAULI, 1)).real
    e0, w0 = np.linalg.eigh(h)
    filling = 0.5 * (1 - np.tanh((e0 - energy) / (2 * kt)))
    rho0 = (w0 * filling) @ w0.T
    sz = np.kron(np.eye(2 * sites), PAULI[2].real)
    e1, w1 = np.linalg.eigh(h - 0.5 * omega * sz)
    rho1 = w1.T @ rho0 @ w1
    rows = w1[4 * bond:4 * bond + 4]
    cols = w1[4 * bond + 4:4 * bond + 8]
    total = np.zeros(3)
    times = np.linspace(40, 100, 41)
    for time in times:
        phase = np.exp(-1j * e1 * time)
        block = ((rows * phase) @ rho1) @ (cols * phase.conj()).T
        total += [(1j * np.trace(np.kron(TAU0, sig) @ block)).real
                  for sig in PAULI]
    return total / len(times)


# ---- Test: time evolution of the electrons against the pumping formula -----
sim_eps, sim_e, sim_j, sim_w, sim_th = 0.5, 0.4, 0.5, 0.01, np.pi / 3
sim = chain_current(sim_eps, sim_e, sim_j, sim_w, sim_th)
g_pair = 2 * g_staggered(np.array([sim_eps]), sim_e, sim_j)[0]
n_sim = np.array([np.sin(sim_th), 0.0, np.cos(sim_th)])
law = g_pair / (4 * np.pi) * np.cross(n_sim, sim_w * np.cross(ZHAT, n_sim))
# tolerance: travel delay to the measured bond, thermal width, residual transient
sim_error = np.linalg.norm(sim - law) / np.linalg.norm(law)
assert sim_error < 0.04, sim_error
sim_closed = chain_current(1.8, 0.6, sim_j, sim_w, sim_th)
closed_ratio = np.linalg.norm(sim_closed) / np.linalg.norm(law)
assert closed_ratio < 0.03, closed_ratio

# ---- Test: vector law, unitarity and compensation on the full zone ---------
t_ev, e_fermi, j_ev = 1.0, 0.5, 0.2
energy, j = e_fermi / t_ev, j_ev / t_ev
eps = zone(160)
g_r, active = g_staggered(eps, energy, j)
g_fine = g_staggered(zone(640), energy, j)[0]
assert abs(g_r / g_fine - 1) < 5e-3           # quadrature at channel openings
rng = np.random.default_rng(3)
n0 = unit(rng.normal(size=3))
ndot = np.cross(rng.normal(size=3), n0)


def staggered_path(net):
    """Order vector moving at rate ndot; net = uncompensated exchange share."""
    def path(time):
        n = unit(n0 + time * ndot)
        return net * n, n
    return path


s_test = reflection(eps, energy, j, np.zeros(3), n0)
s_sq = s_test @ s_test.conj().transpose(0, 2, 1)
assert np.abs(s_sq @ s_sq - s_sq).max() < 1e-9
assert np.abs(s_sq - s_sq * np.eye(4)).max() < 1e-9
cross = np.cross(n0, ndot)
current = pump(eps, energy, j, staggered_path(0.0))
assert np.linalg.norm(current - g_r / (4 * np.pi) * cross) < 1e-6 * np.linalg.norm(current)
net_share = 0.05
rough = pump(eps, energy, j, staggered_path(net_share))
g_ndot = 4 * np.pi * rough @ ndot / (ndot @ ndot)
g_rough = 4 * np.pi * rough @ cross / (cross @ cross)
g_ndot_comp = 4 * np.pi * current @ ndot / (ndot @ ndot)
assert abs(g_ndot_comp) < 1e-6 and abs(g_ndot) > 1e-3

# ---- Test: uniformly magnetized interface, for comparison ------------------
g_ferro = g_uniform(eps, energy, j)
ferro = pump(eps, energy, j, lambda time: (unit(n0 + time * ndot), np.zeros(3)))
assert abs(4 * np.pi * ferro @ cross / (cross @ cross) / g_ferro - 1) < 1e-6

# ---- Test: terms linear in the canting -------------------------------------
eps_few, j_few, small = np.array([0.3, -0.9, 1.7, 2.1]), 0.4, 1e-3
tilt = small * unit(np.cross(n0, rng.normal(size=3)))
m1, m2 = unit(n0 + tilt), unit(-n0 + tilt)
spin, extra = rng.normal(size=3), small * rng.normal(size=3)
v1, v2 = np.cross(spin + extra, m1), np.cross(spin - extra, m2)


def canted_path(time):
    a, b = unit(m1 + time * v1), unit(m2 + time * v2)
    return (a + b) / 2, (a - b) / 2


n_c, nd_c, md_c = (m1 - m2) / 2, (v1 - v2) / 2, (v1 + v2) / 2
gp, gl = canting_conductances(eps_few, energy, j_few)
along = n_c * (n_c @ md_c)
linear = -(gp * (md_c - along) + gl * along) / (4 * np.pi)
lead = g_staggered(eps_few, energy, j_few)[0] / (4 * np.pi) * np.cross(n_c, nd_c)
rest = pump(eps_few, energy, j_few, canted_path) - lead
cant_error = np.linalg.norm(rest - linear) / np.linalg.norm(linear)
assert cant_error < 0.03, cant_error          # next order in the small canting

# ---- Worked example: rough values in the regime of MnF2 on Pt --------------
b_ex, b_an, site_nm, cone_deg, temp = 50.0, 0.8, 0.4, 1.0, 10.0
gamma = const.value('electron gyromag. ratio')
dyn = gamma * np.array([[b_ex + b_an, b_ex], [-b_ex, -b_ex - b_an]])
rates, modes = np.linalg.eig(dyn)
pick = int(np.argmax(rates.real))
omega = rates[pick].real
omega_formula = gamma * np.sqrt(b_an * (2 * b_ex + b_an))
assert abs(omega / omega_formula - 1) < 1e-10
u1, u2 = modes[:, pick].real
scale = np.sin(np.radians(cone_deg)) / ((u1 - u2) / 2)
u1, u2 = u1 * scale, u2 * scale
cant_ratio = abs((u1 + u2) / (u1 - u2))


def mode_path(angle, hand=1):
    c, s = np.cos(angle), hand * np.sin(angle)
    a = np.array([u1 * c, u1 * s, np.sqrt(1 - u1**2)])
    b = np.array([u2 * c, u2 * s, -np.sqrt(1 - u2**2)])
    return (a + b) / 2, (a - b) / 2


sin2 = np.sin(np.radians(cone_deg))**2
dc_lead = g_r / (4 * np.pi) * sin2
dc_full = pump(eps, energy, j, mode_path)[2]
dc_back = pump(eps, energy, j, lambda x: mode_path(x, -1))[2]
assert abs(dc_back / dc_full + 1) < 1e-5
dc_shift = dc_full / dc_lead - 1
assert abs(dc_shift) < 4 * cant_ratio**2, dc_shift
g_perp, g_par = canting_conductances(eps, energy, j)
ac_ratio = abs(g_perp) * cant_ratio / g_r

area = (site_nm * 1e-9)**2
g_area = g_r / area
j_spin = const.hbar * omega * dc_lead / area
j_charge = 2 * const.e / const.hbar * j_spin * 1e-4
magnon_ev = const.hbar * omega / const.e
slope = (g_staggered(eps, energy + 0.02, j)[0]
         - g_staggered(eps, energy - 0.02, j)[0]) / 0.04
energy_shift = abs(slope) * magnon_ev / t_ev / g_r
sigma_pt, lam_nm, d_nm = 5e4, 1.5, 5.0        # S/cm, nm, nm
backflow = (2 * const.e**2 / const.h * g_area * lam_nm * 1e-9
            / np.tanh(d_nm / lam_nm) / (sigma_pt * 100))

print("TIME-EVOLVED CHAIN (energies in units of hopping t)")
print(f"eps, Fermi energy, J, hbar*omega: {sim_eps}, {sim_e}, {sim_j}, {sim_w} t")
print(f"cone angle: {np.degrees(sim_th):.0f} deg")
print("simulated hbar*rate x,y,z (1e-3 t):", np.round(sim * 1e3, 4))
print("formula   hbar*rate x,y,z (1e-3 t):", np.round(law * 1e3, 4))
print(f"relative vector difference: {100 * sim_error:.2f} percent")
print(f"one open channel (eps 1.8 t, Fermi energy 0.6 t), current relative "
      f"to above: {100 * closed_ratio:.3f} percent")
print(f"linear canting law, relative error at |m| = {small}: {cant_error:.1e}")
print("EXAMPLE INPUTS")
print(f"hopping, Fermi energy, interface exchange: {t_ev}, {e_fermi}, {j_ev} eV")
print(f"exchange field, anisotropy field: {b_ex}, {b_an} T")
print(f"site spacing: {site_nm} nm; cone angle: {cone_deg} deg; T: {temp} K")
print("EXAMPLE RESULTS")
print(f"zone share with k and k+Q both open: {active:.3f}")
print(f"g_r per interface site, staggered exchange: {g_r:.4f}")
print(f"g_r per interface site, uniform exchange:   {g_ferro:.4f}")
print(f"ratio staggered/uniform: {g_r / g_ferro:.3f}")
print(f"g_r per area: {g_area * 1e-18:.3f} nm^-2")
print(f"resonance frequency: {omega / (2 * np.pi) * 1e-9:.1f} GHz")
print(f"angular frequency: {omega:.4e} rad/s")
print(f"sin^2 of cone angle: {sin2:.4e}")
print(f"dc spin current density: {j_spin:.3e} J/m^2")
print(f"charge equivalent (2e/hbar times it): {j_charge:.3e} A/cm^2")
print("NEGLECTED EFFECTS")
print(f"canting ratio |m_perp|/|n_perp|: {cant_ratio:.4f}")
print(f"change of dc current by canting: {100 * dc_shift:.2f} percent")
print(f"g_perp, g_par per site: {g_perp:.4f}, {g_par:.4f}")
print(f"ac canting term relative to ac n x dn/dt: {100 * ac_ratio:.1f} percent")
print(f"uncompensated exchange share: {100 * net_share:.0f} percent")
print(f"  its dn/dt coefficient relative to g_r: {100 * abs(g_ndot) / g_r:.1f} percent")
print(f"  its change of the n x dn/dt coefficient: {100 * (g_rough / g_r - 1):.2f} percent")
print(f"magnon energy: {magnon_ev * 1e3:.3f} meV; "
      f"kT: {const.k * temp / const.e * 1e3:.3f} meV")
print(f"change of g_r over one magnon energy: {100 * energy_shift:.3f} percent")
print(f"Pt conductivity, spin diffusion length, thickness: "
      f"{sigma_pt:.0f} S/cm, {lam_nm} nm, {d_nm} nm")
print(f"backflow/pumped current, upper estimate: {100 * backflow:.2f} percent")
print("no test failed")
```

Printed output:

```
TIME-EVOLVED CHAIN (energies in units of hopping t)
eps, Fermi energy, J, hbar*omega: 0.5, 0.4, 0.5, 0.01 t
cone angle: 60 deg
simulated hbar*rate x,y,z (1e-3 t): [-0.8079  0.0242  1.3999]
formula   hbar*rate x,y,z (1e-3 t): [-0.8089  0.      1.4011]
relative vector difference: 1.50 percent
one open channel (eps 1.8 t, Fermi energy 0.6 t), current relative to above: 0.061 percent
linear canting law, relative error at |m| = 0.001: 6.8e-04
EXAMPLE INPUTS
hopping, Fermi energy, interface exchange: 1.0, 0.5, 0.2 eV
exchange field, anisotropy field: 50.0, 0.8 T
site spacing: 0.4 nm; cone angle: 1.0 deg; T: 10.0 K
EXAMPLE RESULTS
zone share with k and k+Q both open: 0.515
g_r per interface site, staggered exchange: 0.1152
g_r per interface site, uniform exchange:   0.1372
ratio staggered/uniform: 0.840
g_r per area: 0.720 nm^-2
resonance frequency: 251.7 GHz
angular frequency: 1.5812e+12 rad/s
sin^2 of cone angle: 3.0459e-04
dc spin current density: 2.911e-09 J/m^2
charge equivalent (2e/hbar times it): 8.846e+02 A/cm^2
NEGLECTED EFFECTS
canting ratio |m_perp|/|n_perp|: 0.0891
change of dc current by canting: 0.92 percent
g_perp, g_par per site: -0.3735, -0.3735
ac canting term relative to ac n x dn/dt: 28.9 percent
uncompensated exchange share: 5 percent
  its dn/dt coefficient relative to g_r: 13.9 percent
  its change of the n x dn/dt coefficient: 0.23 percent
magnon energy: 1.041 meV; kT: 0.862 meV
change of g_r over one magnon energy: 0.065 percent
Pt conductivity, spin diffusion length, thickness: 50000 S/cm, 1.5 nm, 5.0 nm
backflow/pumped current, upper estimate: 1.68 percent
no test failed
```
